# Time-Reversal Symmetry and Kramers Degeneracy with Spin-Orbit Ultrasoft Pseudopotentials, part 3

When is a spin-orbit calculation with ultrasoft pseudopotentials, $H\psi=\varepsilon S\psi$, time-reversal symmetric? Hartree atomic units are used. Time reversal is $T=-i\sigma_yK$, where $K$ conjugates functions of $\mathbf r$; $\langle T\phi|T\chi\rangle=\langle\chi|\phi\rangle$.

A channel $c=(\tau,l,j)$ has scalar projectors $\beta_a=\beta_c(r)R_{lm}$, $a=(c,m)$, with real harmonics $R_{lm}$, and spinor projectors $\beta_I=\beta_c(r)\Omega_{ljm_j}$, $I=(c,m_j)$. If the radial augmentation function is the same for all $L$, $Q_{ab}=Q_{cc'}(r)R_{lm}R_{l'm'}$ and $Q^{\sigma\sigma'}_{IJ}=Q_{cc'}\,\Omega_I^{\sigma*}\Omega_J^{\sigma'}$. With real fields $V$, $\mathbf B$ and real symmetric $D^{\rm ion}$,

$$S=1+\sum_{IJ}|\beta_I\rangle q_{IJ}\langle\beta_J|,\qquad H=-\tfrac12\nabla^2+V+\mathbf B\cdot\boldsymbol\sigma+\sum_{IJ}|\beta_I\rangle D_{IJ}\langle\beta_J|,$$

$$q_{IJ}=\sum_\sigma\int Q^{\sigma\sigma}_{IJ},\qquad D_{IJ}=D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}\delta_{m_jm_j'}+\sum_{\sigma\sigma'}\int Q^{\sigma\sigma'}_{IJ}\,(V+\mathbf B\cdot\boldsymbol\sigma)_{\sigma\sigma'}.\tag{7}$$

The magnetization $\mathbf m$, the density of $\boldsymbol\sigma$ without Bohr magneton, has a smooth part $\psi^\dagger\boldsymbol\sigma\psi$ and an augmentation part from $Q$.

The projectors $f_{lj}$ on the spin-angle functions, with $\mathbf L$ the orbital angular momentum, give the spin blocks:

$$f_{l,l+\frac12}=\frac{l+1+\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad f_{l,l-\frac12}=\frac{l-\mathbf L\cdot\boldsymbol\sigma}{2l+1},\qquad\mathbf L\cdot\boldsymbol\sigma=\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.\tag{10}$$

$$\mathcal I^{\sigma\sigma'}_{ab}[\mathbf B]=\int Q_{ab}(\mathbf r)\,\big(V\delta_{\sigma\sigma'}+\mathbf B\cdot\boldsymbol\sigma_{\sigma\sigma'}\big)\,d^3r,$$

$$D^{\sigma\sigma'}_{ab}=D^{\rm ion}_{cc'}\delta_{ll'}\delta_{jj'}\,(f_{lj})^{\sigma\sigma'}_{mm'}+\sum_{m_1\sigma_1}\sum_{m_2\sigma_2}(f_{lj})^{\sigma\sigma_1}_{mm_1}\,\mathcal I^{\sigma_1\sigma_2}_{cm_1,c'm_2}\,(f_{l'j'})^{\sigma_2\sigma'}_{m_2m'}.\tag{12}$$

$$q^{\sigma\sigma'}_{ab}=q_{cc'}\,\delta_{ll'}\delta_{jj'}\,(f_{lj})^{\sigma\sigma'}_{mm'}.\tag{13}$$

Here $q_{cc'}=\int Q^0_{cc'}r^2dr$, with $Q^0_{cc'}$ the $L=0$ radial function. For $p_{3/2}$, $f^{\uparrow\uparrow}_{xx}=\frac23$, $f^{\uparrow\uparrow}_{xy}=-\frac i3$, $f^{\downarrow\downarrow}_{xy}=+\frac i3$, $f^{\uparrow\downarrow}_{zx}=-\frac13$, $f^{\downarrow\uparrow}_{zx}=+\frac13$, $f^{\uparrow\downarrow}_{zy}=\frac i3$. For $p_{1/2}$ in complex harmonics at $m=m'=1$, $f^{\uparrow\uparrow}=0$, $f^{\downarrow\downarrow}=\frac23$.

$$TS\,T^{-1}=S,\qquad TH[\mathbf B]\,T^{-1}=H[-\mathbf B].\tag{14}$$

At $\mathbf B=0$, in real harmonics,

$$D^{\downarrow\downarrow}_{ab}=\big(D^{\uparrow\uparrow}_{ab}\big)^*,\qquad D^{\downarrow\uparrow}_{ab}=-\big(D^{\uparrow\downarrow}_{ab}\big)^*.\tag{15}$$

$$D^{\uparrow\uparrow}=W+iA_z,\quad D^{\downarrow\downarrow}=W-iA_z,\quad D^{\uparrow\downarrow}=A_y+iA_x,\quad D^{\downarrow\uparrow}=-A_y+iA_x.\tag{16}$$

with $W$ real symmetric and $A_k$ real antisymmetric: $2N^2-N$ real numbers out of $4N^2$ for $N$ scalar projectors. In complex harmonics,

$$D^{\downarrow\downarrow}_{cm,c'm'}=(-1)^{m+m'}\big(D^{\uparrow\uparrow}_{c,-m;\,c',-m'}\big)^*,\qquad D^{\downarrow\uparrow}_{cm,c'm'}=-(-1)^{m+m'}\big(D^{\uparrow\downarrow}_{c,-m;\,c',-m'}\big)^*.\tag{17}$$

The spin-angle functions have component amplitudes $a=\sqrt{\alpha/(2l+1)}$, $b=\sqrt{\gamma/(2l+1)}$, with $\alpha=l+m_j+\frac12$, $\gamma=l-m_j+\frac12$:

$$\Omega_{l,l+\frac12,m_j}=\big(a\,Y_{l,m_j-\frac12},\ b\,Y_{l,m_j+\frac12}\big),\qquad\Omega_{l,l-\frac12,m_j}=\big(-b\,Y_{l,m_j-\frac12},\ a\,Y_{l,m_j+\frac12}\big).$$

$$T\,\Omega_{ljm_j}=\eta\,\Omega_{lj,-m_j},\qquad\eta=(-1)^{l-j+m_j}.\tag{18}$$

With $\bar I=(c,-m_j)$,

$$D_{\bar I\bar J}=\eta_I\eta_J\,D_{IJ}^*.\tag{19}$$

The states $\psi$ and $T\psi$ are degenerate, with

$$\langle\psi|S|T\psi\rangle=0.\tag{21}$$

In plane waves, $U$ is $-i\sigma_y$ times the permutation $\mathbf k+\mathbf G\to-\mathbf k-\mathbf G$:

$$H(-\mathbf k)\,U=U\,H(\mathbf k)^*,\qquad S(-\mathbf k)\,U=U\,S(\mathbf k)^*,\qquad\varepsilon_n(-\mathbf k)=\varepsilon_n(\mathbf k).\tag{22}$$

Levels are even-fold where $-\mathbf k=\mathbf k+\mathbf G$ and, with inversion, at every $\mathbf k$.

A weak uniform field $B\hat{\mathbf z}$ shows how the degeneracy is lifted. By (7) it adds $BM_z$ to $H$, with $M_z=\sigma_z+\sum_{IJ}|\beta_I\rangle\big[\sum_{\sigma\sigma'}\int Q^{\sigma\sigma'}_{IJ}(\sigma_z)_{\sigma\sigma'}\big]\langle\beta_J|$, whose expectation value is the integral of $m_z$ for one state. Write the perturbed state as a combination of the $S$-orthonormal pair $\psi_1,\psi_2$ plus a correction $\delta\psi$ of first order. The first-order part of the eigenvalue equation is $(H-\varepsilon S)\delta\psi+BM_z\psi=\delta\varepsilon\,S\psi$; projecting on $\psi_i$ removes the first term and shows that $\delta\varepsilon$ are the eigenvalues of $B\langle\psi_i|M_z|\psi_j\rangle$. From (14), $TM_z=-M_zT$, so with $\psi_2=T\psi_1$, $\langle\psi_2|M_z|\psi_2\rangle=-\langle T\psi_1|TM_z\psi_1\rangle=-\langle\psi_1|M_z|\psi_1\rangle$. The $2\times2$ matrix is traceless with eigenvalues $\pm\mu$, and the pair opens by $2B\mu$. Because $H[B]$ and $H[-B]$ have the same spectrum, the two branches obey $\varepsilon_+(B)=\varepsilon_-(-B)$, so terms of even order shift both equally and the next correction to the gap is of third order. For a state that is a radial function times one $\Omega_{ljm_j}$, $\langle\sigma_z\rangle=\pm(a^2-b^2)=\pm2m_j/(2l+1)$, which gives $\mu=1$ for $s_{1/2}$, $\frac13$ for $p_{1/2}$, and $\frac13$ or $1$ for $p_{3/2}$.

A model with one atom in a simple cubic cell makes all of this concrete. Every parameter is a chosen input. The cell edge is $7$ bohr, so $g=2\pi/7=0.897598$ bohr$^{-1}$, and plane waves are kept to $5$ Ha. The digits quoted below belong to this basis. Raising the cutoff to $9$ Ha lowers the five lowest zone-centre pairs by up to $3.5\times10^{-5}$ Ha, changes the moments $\mu$ by up to about $0.001$, and changes the gaps at the general wave vector and the smooth magnetization by up to $1\%$; the symmetry relations hold at any cutoff. There are four channels, $s_{1/2}$, $p_{1/2}$, $p_{3/2}$ and a second projector $p_{3/2}'$, with normalized $\beta_c\propto r^le^{-r^2/2r_\beta^2}$ of radii $1.2$, $1.15$, $1.2$ and $0.8$ bohr. The diagonal $D^{\rm ion}$ values are $-0.9$, $-0.95$, $-0.9$ and $0.06$ Ha, with $-0.02$ Ha between the two $p_{3/2}$ projectors. The augmentation is $Q_{cc'}=u_cu_{c'}$ with $u_c\propto r^le^{-r^2/2\rho_c^2}$, radii $\rho_c=0.9$, $0.9$, $0.95$, $0.7$ bohr and $\int u_c^2r^2dr=q_{cc}=0.2$, $0.3$, $0.3$, $0.05$. The local potential is a sum of terms $\cos(g\,\mathbf n\cdot\mathbf r)$ with amplitudes $-0.30$, $-0.28$, $-0.32$, $-0.03$ Ha for $\mathbf n=(1,0,0)$, $(0,1,0)$, $(0,0,1)$, $(1,1,0)$, and terms $\sin(g\,\mathbf n\cdot\mathbf r)$ with amplitudes $0.05$, $0.04$, $0.03$ Ha for $\mathbf n=(1,0,0)$, $(0,1,1)$, $(1,-1,1)$. The sines are odd and destroy inversion. The differences between the $p_{1/2}$ and $p_{3/2}$ inputs, including the second $p_{3/2}$ projector, are the spin-orbit coupling of the model. The model has $N=1+3+3+3=10$ scalar projectors, so (16) alone allows $190$ real numbers out of $400$. Since $D=fDf$, the matrix acts only on the $2+2+4+4=12$ spinor projectors, which (19) groups into six pairs, and the same count gives $2\cdot6^2-6=66$ free real numbers out of $144$.

The off-diagonal overlap coefficient can be done by hand. The integral $\int r^4e^{-r^2/s^2}dr$ scales as $s^5$; for $u_cu_{c'}$ one has $s^2=2\rho^2\rho'^2/(\rho^2+\rho'^2)$, and the normalizations scale as $(\rho\rho')^{-5/2}$. Thus $q_{cc'}=\sqrt{q_{cc}q_{c'c'}}\,[2\rho\rho'/(\rho^2+\rho'^2)]^{5/2}=\sqrt{0.015}\,(1.33/1.3925)^{5/2}=0.122474\times0.89154=0.109191$, the printed value. Between $p_{1/2}$ and $p_{3/2}$ the radial integral is nonzero as well, yet the computed $q_{IJ}$ is at most $2.2\times10^{-16}$, as (13) requires. The matrix $q$ is a matrix of overlaps of the functions $u_c\Omega$ and hence non-negative, and the eigenvalues of $S$ at the zone centre run from $1.000000$ to $1.523755$.

Within the first $p_{3/2}$ channel, (12) can be evaluated with the elements of $f$ found above. The odd sine terms drop out of $\mathcal I$ between two $p$ functions, and the cosine terms are even in $z$, so the only nonzero elements are $\mathcal I_{xx},\mathcal I_{yy},\mathcal I_{zz}$ and $\mathcal I_{xy}=t$, the last from the $(1,1,0)$ term. For the element $xy$ of the up-up block, the intermediate spin up contributes $\frac23\mathcal I_{xx}(-\frac i3)+(-\frac i3)\mathcal I_{yy}\frac23+\frac23t\frac23+(-\frac i3)t(-\frac i3)$. The intermediate spin down contributes $f^{\uparrow\downarrow}_{xz}\mathcal I_{zz}f^{\downarrow\uparrow}_{zy}=\frac13\mathcal I_{zz}\frac i3$, where $f^{\uparrow\downarrow}_{xz}=-f^{\uparrow\downarrow}_{zx}$ by antisymmetry and $f^{\downarrow\uparrow}_{zy}=-(\frac i3)^*$ by (15). With the bare term $(-0.9)(-\frac i3)=0.3i$,

$$D^{\uparrow\uparrow}_{xy}=0.3\,i-\tfrac i9\,(2\mathcal I_{xx}+2\mathcal I_{yy}-\mathcal I_{zz})+\tfrac t3 .$$

The printed value is $0.000758+0.367627i$ Ha, so $t/3=0.000758$ Ha and the screening adds $0.067627i$. For equal diagonal elements the bracket is $3\mathcal I_0$, which corresponds to $\mathcal I_0\approx-3\times0.0676=-0.203$ Ha; divided by $q=0.3$ this is an average potential of about $-0.68$ Ha over the augmentation charge, to be compared with $-0.30-0.28-0.32-0.03=-0.93$ Ha at the origin. The printed down-down element is $0.000758-0.367627i$, the conjugate. For the element $zx$ of the up-down block, spin up contributes $\frac23\mathcal I_{zz}(-\frac13)$, and spin down contributes $(-\frac13)[\mathcal I_{xx}\frac23+t(-\frac i3)]+\frac i3[t\frac23+\mathcal I_{yy}(-\frac i3)]$, using $f^{\downarrow\downarrow}_{yx}=-\frac i3$. With the bare term $(-0.9)(-\frac13)$,

$$D^{\uparrow\downarrow}_{zx}=0.3-\tfrac19\,(2\mathcal I_{zz}+2\mathcal I_{xx}-\mathcal I_{yy})+\tfrac{i\,t}3 .$$

The imaginary part must equal the real part of $D^{\uparrow\uparrow}_{xy}$, and the printed value $0.367173+0.000758i$ Ha confirms it. Relation (15) predicts $D^{\downarrow\uparrow}_{zx}=-(0.367173-0.000758i)=-0.367173+0.000758i$, which is what is printed. In the notation of (16), $W_{xy}=0.000758$, $(A_z)_{xy}=0.367627$, $(A_y)_{zx}=0.367173$ and $(A_x)_{zx}=0.000758$ Ha.

Elements that have no bare part obey the relations too. Between $p_{1/2},x$ and $p_{3/2},z$ the spin-flip elements are $-0.000091$ and $+0.000091$ Ha, the coupling of different $j$ by the nonspherical potential. Between $s$ and $p_{1/2},x$ the left projector is the unit matrix and the right one is $1-f_{3/2}$, so $D^{\uparrow\uparrow}_{sx}=(\mathcal I_{sx}-i\mathcal I_{sy})/3$ and $D^{\uparrow\downarrow}_{sx}=\mathcal I_{sz}/3$. The printed values $0.002839-0.000489i$ and $0.002204$ Ha stand in the ratio $2.84:0.49:2.20$ for $x,y,z$. The gradient of the sine terms at the origin is proportional to $0.05+0.03$, $0.04-0.03$ and $0.04+0.03$, or $8:1:7$; the agreement is rough because the finite extent of $Q$ damps the shorter waves more. With $\rho=0.9$ bohr in both channels, $\int x_k\,e^{-r^2/\rho^2}\sin(g\,\mathbf n\cdot\mathbf r)\,d^3r\propto n_k\,e^{-g^2n^2\rho^2/4}$, and the factors are $0.849$, $0.722$, $0.613$ for $n^2=1,2,3$. The weighted sums are $0.0609:0.0105:0.0473$, which is the ratio $2.84:0.49:2.20$. The down-down and down-up elements are $0.002839+0.000489i$ and $-0.002204$ Ha. In complex harmonics (17) holds to rounding, while the rule (15) misapplied there fails by $0.7730$ Ha, which is two thirds of a screened channel strength of about $1.16$ Ha, the factor found above for $m=m'=1$.

At the zone centre, with $179$ plane waves, the largest elements of $HU-UH^*$ and $SU-US^*$ are about $10^{-16}$. The lowest levels are $-1.071370$, $-0.672307$, $-0.654314$, $-0.643504$ and $0.215172$ Ha, each twice, and no pair in the whole spectrum is split by more than $1.1\times10^{-14}$ Ha. These five pairs are distinct from one another, so among them the low symmetry has removed every degeneracy except the one proved here. For the third state, $T\psi$ satisfies the eigenvalue equation with a residual of $2\times10^{-15}$, and $|\langle\psi|S|T\psi\rangle|$ is $2\times10^{-17}$. The mean of the third and fourth pairs is $-0.648909$ Ha, which lies $0.02340$ Ha or $0.637$ eV above the second pair. This number should not be read as an atomic $p_{1/2}$–$p_{3/2}$ splitting. The moments of the four lowest pairs are $\mu=0.999937$, $0.780247$, $0.542955$ and $0.749473$; the first is close to the $s_{1/2}$ value $1$, but the others are far from $\frac13$, $\frac13$ and $1$, the values for atomic states quantized along $z$. For pure $p_{3/2}$ pairs the value depends on the axis (quantized along $x$ they give $\frac23$ and $0$), whereas a pure $p_{1/2}$ pair has $\frac13$ for any axis, and no pair has that value. The crystal terms are comparable with the spin-orbit term: the third and fourth pairs differ by $0.0108$ Ha, and with $j$-independent inputs (the first $p_{3/2}$ values for both $j$, the second projector dropped) the potential alone spreads the three $p$ pairs over $0.024$ Ha, whereas the spin-orbit inputs in a cubic potential with three cosine amplitudes of $-0.30$ Ha split them by $0.016$ Ha. If the three $p$ pairs were all eigenstates of $j$, one of them would be a $p_{1/2}$ pair with $\mu=\frac13$. None is, so the crystal terms mix $j=\frac12$ and $j=\frac32$, and the pairing is exact regardless. At $(\frac12,0,0)$ in units of $2\pi/a$ the pairs are at $-1.065534$, $-0.711584$, $-0.658946$ and $-0.646961$ Ha, degenerate to $2.5\times10^{-14}$ Ha.

At the general point $\mathbf k=(0.13,0.21,0.34)$, with $185$ plane waves, the spectra at $\mathbf k$ and $-\mathbf k$ agree to $1.1\times10^{-14}$ Ha, but the levels at $\mathbf k$ are single. The gaps within the four lowest would-be pairs are $1.761\times10^{-5}$, $1.152\times10^{-3}$, $1.271\times10^{-3}$ and $6.268\times10^{-4}$ Ha. The $s$ band is split least, because it feels spin-orbit coupling only through its small $p$ admixture. With the sine terms removed, inversion is restored and the levels at the same $\mathbf k$ pair up again, at $-1.058429$, $-0.698658$, $-0.683845$ and $-0.654058$ Ha, to $2.2\times10^{-14}$ Ha. The third state at $\mathbf k$ alone has, at $\mathbf r=(0.5,0.3,-0.6)$ bohr, a smooth magnetization of magnitude $0.01102$ and an augmentation part of $0.02090$ bohr$^{-3}$, so the augmentation part is the larger one there. Summed over eight states at $\mathbf k$ and eight at $-\mathbf k$, each part cancels to $10^{-16}$ bohr$^{-3}$ at the three points tested.

The conditions can be violated one at a time. A uniform field of $10^{-5}$ Ha along $z$ opens gaps which, divided by $2B$, are $0.999937$, $0.780247$, $0.542954$ and $0.749473$, the moments $\mu$ to within one unit in the sixth digit. A field $\mathbf B=0.02\cos(gx)\,(1,2,2)/3$ Ha has zero average over the cell, yet it splits the four lowest pairs at the zone centre by $0.028073$, $0.012912$, $0.008277$ and $0.004598$ Ha. For the $s$ pair the gap is $2\times0.02\times0.70$, the field averaged over a state that sits where the cosine is positive. The commutator with $T$, which by (14) is the matrix $(H[\mathbf B]-H[-\mathbf B])U$, has a largest element of $0.01601$ Ha; the local term alone gives $2\times0.01\times\sqrt5/3=0.0149$ Ha in the spin-flip block, and the augmentation supplies the rest. The relation $TH[\mathbf B]=H[-\mathbf B]T$ holds to $2\times10^{-16}$ Ha. Finally, an imaginary part of $0.02$ Ha in the bare coupling between the two $p_{3/2}$ projectors, with the opposite sign in the transposed element, leaves $H$ Hermitian but gives a commutator of $0.00125$ Ha. Hermiticity of $D^{\rm ion}$ is not enough; it must be real when the projectors are real. Multiplying a projector by a phase and absorbing the opposite phase in $D^{\rm ion}$ and $Q$ changes no operator, but (15) then acquires twice that phase: with $\beta_a\to e^{i\varphi_a}\beta_a$ the coefficients become $D'_{ab}=e^{-i(\varphi_a-\varphi_b)}D_{ab}$, and both relations gain a factor $e^{-2i(\varphi_a-\varphi_b)}$ on the right side.

The numerical check below builds $H$ and $S$ from the definitions (7), with spinor projectors assembled from Clebsch-Gordan coefficients and complex harmonics and with $D_{IJ}$ and $q_{IJ}$ obtained by three-dimensional quadrature of the spinor products; its symbol D0 stands for $D^{\rm ion}$. Against this it sets the derived formulas: the phase (18) and the projectors (10) for $l=0,1,2$, with $\mathbf L$ obtained by symbolic differentiation of real polynomials; the block formula (12), which agrees to $2.5\times10^{-15}$ Ha; the relations (15), (17) and (19); the matrix relations (22), with the matrices at $\mathbf k$ and $-\mathbf k$ built separately; and the spectra from direct diagonalization. The conjugation relations hold point by point on the grid, so their agreement at the level of rounding does not measure the accuracy of the quadrature. That accuracy is tested separately, through the analytic values of $q_{cc}$ and the analytic Fourier transforms of the projectors.

## Numbers as computed

```
err T Omega phase 0.0e+00; err f(CG) - f(L.sigma) 2.2e-15
f(p3/2): uu_xx +0.666667-0.000000i uu_xy +0.000000-0.333333i dd_xy +0.000000+0.333333i
f(p3/2): ud_zx -0.333333+0.000000i du_zx +0.333333+0.000000i ud_zy +0.000000+0.333333i
inputs: a = 7.0 bohr, g = 0.897598 1/bohr, Ecut = 5.0 Ha
  s1/2: r_beta 1.2 bohr, r_Q 0.9 bohr, q 0.2, D0 -0.9 Ha
  p1/2: r_beta 1.15 bohr, r_Q 0.9 bohr, q 0.3, D0 -0.95 Ha
  p3/2: r_beta 1.2 bohr, r_Q 0.95 bohr, q 0.3, D0 -0.9 Ha
  p3/2': r_beta 0.8 bohr, r_Q 0.7 bohr, q 0.05, D0 0.06 Ha
  D0(p3/2,p3/2') = -0.02 Ha
  V cos terms (n: Ha): [((1, 0, 0), -0.3), ((0, 1, 0), -0.28), ((0, 0, 1), -0.32), ((1, 1, 0), -0.03)]
  V sin terms (n: Ha): [((1, 0, 0), 0.05), ((0, 1, 1), 0.04), ((1, -1, 1), 0.03)]
q(p3/2,p3/2') = 0.109191; max q(p1/2,p3/2) = 2.2e-16
D[p3/2 x,p3/2 y] Ha: uu +0.000758+0.367627i dd +0.000758-0.367627i
   ud -0.000000-0.000000i du +0.000000-0.000000i
D[p3/2 z,p3/2 x] Ha: uu +0.000000-0.000000i dd +0.000000+0.000000i
   ud +0.367173+0.000758i du -0.367173+0.000758i
D[p1/2 x,p3/2 z] Ha: uu -0.000000-0.000000i dd -0.000000+0.000000i
   ud -0.000091-0.000000i du +0.000091-0.000000i
D[s,p1/2 x] Ha: uu +0.002839-0.000489i dd +0.002839+0.000489i
   ud +0.002204+0.000000i du -0.002204+0.000000i
err D-(D0 f+fIf) 2.5e-15; D blocks 1.1e-16; q blocks 2.8e-17 (Ha or 1)
err j-basis 0.0e+00; complex-Y 0.0e+00; naive rule in complex Y 0.7730 Ha
Gamma: 179 plane waves; S eigenvalues 1.000000 to 1.523755
Gamma: |[T,H]| 1.1e-16 Ha, |[T,S]| 2.2e-16, residual 2.3e-15, <psi|S|Tpsi> 1.6e-17
Gamma levels 1,3,5,7,9 (Ha): -1.071370 -0.672307 -0.654314 -0.643504 0.215172
Gamma levels 2,4,6,8,10 (Ha): -1.071370 -0.672307 -0.654314 -0.643504 0.215172
mean(pairs 3,4) - pair 2 = 0.02340 Ha = 0.637 eV; max pair gap 1.1e-14 Ha
X=(1/2,0,0) pairs (Ha): -1.065534 -0.711584 -0.658946 -0.646961 max pair gap 2.5e-14
k = [0.13, 0.21, 0.34] (2pi/a), 185 plane waves, |H(-k)U-UH(k)*| etc 1.1e-16
k levels 1,3,5,7 (Ha): -1.063780 -0.698915 -0.684846 -0.652179 max|e(k)-e(-k)| 1.1e-14
k gaps e2-e1,e4-e3,e6-e5,e8-e7 (Ha): 1.761e-05 1.152e-03 1.271e-03 6.268e-04
k, inversion kept, pairs (Ha): -1.058429 -0.698658 -0.683845 -0.654058 max gap 2.2e-14
r = [0.5, 0.3, -0.6] bohr, state 3 at k: |m| smooth 0.01102, aug 0.02090 bohr^-3
8 states at k and -k: max |m| part over 3 points 1.2e-16 bohr^-3
pair moments mu: 0.999937 0.780247 0.542955 0.749473 (max |mu+ + mu-| 7.7e-14)
B = 1e-05 Ha z: gap/(2B): 0.999937 0.780247 0.542954 0.749473
B = 0.02 cos(gx) (1,2,2)/3 Ha: |[T,H]| 0.01601 Ha, |TH[B]-H[-B]T| 2.2e-16 Ha
   pair gaps (Ha): 0.028073 0.012912 0.008277 0.004598
Im D0(p3/2,p3/2') = 0.02 Ha (hermitian, not real): |[T,H]| 0.00125 Ha
```
